# The D3 Dispersion Gradient in Two Quadratic-Cost Passes: test program

```python
"""
Result under test: gradient of the two-body D3 dispersion energy.
With E = -sum_{A<B} C6_AB(CN_A, CN_B) g_AB(R_AB) and G_A = dE/dCN_A,
  grad_A E = sum_B [-C6_AB g'_AB + (G_A + G_B) count'_AB] * unit(B -> A).
CN_A: coordination number, the sum over B of count(R_AB).
g_AB: damped radial factor containing both the R^-6 and R^-8 terms.
G is completed in one sweep over pairs and distributed in a second one.
All quantities are in atomic units. X and Y are model species.
"""
import math
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants, N_A

K1, K2, K3 = 16.0, 4.0 / 3.0, 4.0
S6, S8, A1, A2 = 1.0, 1.0, 0.4, 4.0
SR6, SR8, ALPHA6, ALPHA8 = 1.2, 1.0, 14, 16
COV = {"X": 2.0, "Y": 1.0}
Q = {"X": 9.0, "Y": 4.0}
REF_CN = {"X": np.array([0.0, 1.0, 2.0]), "Y": np.array([0.0, 1.0])}
REF_C6 = {
    "XX": np.array([[200.0, 160.0, 130.0],
                    [160.0, 130.0, 105.0],
                    [130.0, 105.0, 85.0]]),
    "XY": np.array([[40.0, 28.0], [32.0, 23.0], [26.0, 19.0]]),
    "YY": np.array([[7.0, 5.0], [5.0, 3.6]]),
}
REF_C6["YX"] = REF_C6["XY"].T
ZERO_RADIUS = {"XX": 6.0, "XY": 5.0, "YX": 5.0, "YY": 4.0}
calls = {"kernel": 0}


# ---------- energy, coded from its definition ----------
def distances(pos):
    return np.linalg.norm(pos[:, None] - pos[None], axis=2)


def count(r, cov_sum):
    return 1.0 / (1.0 + math.exp(-K1 * (K2 * cov_sum / r - 1.0)))


def coordination(dist, kinds):
    n = len(kinds)
    return np.array([sum(count(dist[a, b], COV[kinds[a]] + COV[kinds[b]])
                         for b in range(n) if b != a) for a in range(n)])


def c6_definition(ka, kb, cna, cnb):
    top = bottom = 0.0
    for i, ref_a in enumerate(REF_CN[ka]):
        for j, ref_b in enumerate(REF_CN[kb]):
            weight = math.exp(-K3 * ((cna - ref_a)**2 + (cnb - ref_b)**2))
            top += weight * REF_C6[ka + kb][i, j]
            bottom += weight
    return top / bottom


def pair_energy(dist, kinds, a, b, cn, damping):
    ka, kb, r = kinds[a], kinds[b], dist[a, b]
    c6 = c6_definition(ka, kb, cn[a], cn[b])
    c8 = 3.0 * c6 * math.sqrt(Q[ka] * Q[kb])
    if damping == "BJ":
        radius = A1 * math.sqrt(c8 / c6) + A2
        return -S6*c6/(r**6 + radius**6) - S8*c8/(r**8 + radius**8)
    radius = ZERO_RADIUS[ka + kb]
    damp6 = 1.0 / (1.0 + 6.0 * (r / (SR6 * radius))**(-ALPHA6))
    damp8 = 1.0 / (1.0 + 6.0 * (r / (SR8 * radius))**(-ALPHA8))
    return -S6 * c6 * damp6 / r**6 - S8 * c8 * damp8 / r**8


def energy(dist, kinds, damping="BJ", cn=None):
    if cn is None:
        cn = coordination(dist, kinds)
    return sum(pair_energy(dist, kinds, a, b, cn, damping)
               for a, b in combinations(range(len(kinds)), 2))


def difference(func, h=1e-3):
    """Fourth-order central difference of func at zero."""
    return (8*(func(h) - func(-h)) - (func(2*h) - func(-2*h))) / (12*h)


def numerical_gradient(pos, kinds, damping="BJ"):
    grad = np.zeros_like(pos)
    for a in range(len(kinds)):
        for axis in range(3):
            def displaced(step):
                moved = pos.copy()
                moved[a, axis] += step
                return energy(distances(moved), kinds, damping)
            grad[a, axis] = difference(displaced)
    return grad


# ---------- derived formulas ----------
def count_slope(r, cov_sum):
    calls["kernel"] += 1
    c = count(r, cov_sum)
    return -c * (1.0 - c) * K1 * K2 * cov_sum / r**2


def c6_with_slopes(ka, kb, cna, cnb):
    """C6 and both CN slopes, the latter as weighted covariances."""
    calls["kernel"] += 1
    wa = np.exp(-K3 * (cna - REF_CN[ka])**2)
    wb = np.exp(-K3 * (cnb - REF_CN[kb])**2)
    wa, wb = wa / wa.sum(), wb / wb.sum()
    row, col = REF_C6[ka + kb] @ wb, wa @ REF_C6[ka + kb]
    c6 = wa @ row
    slope_a = 2*K3*((wa * REF_CN[ka]) @ row - c6 * (wa @ REF_CN[ka]))
    slope_b = 2*K3*((wb * REF_CN[kb]) @ col - c6 * (wb @ REF_CN[kb]))
    return c6, slope_a, slope_b


def radial_factor(ka, kb, r, damping):
    """g(R) and its derivative."""
    ratio = 3.0 * math.sqrt(Q[ka] * Q[kb])
    g = dg = 0.0
    for n, scale, sr, alpha in ((6, S6, SR6, ALPHA6),
                                (8, S8 * ratio, SR8, ALPHA8)):
        if damping == "BJ":
            bottom = r**n + (A1 * math.sqrt(ratio) + A2)**n
            g += scale / bottom
            dg -= scale * n * r**(n - 1) / bottom**2
        else:
            t = 6.0 * (r / (sr * ZERO_RADIUS[ka + kb]))**(-alpha)
            term = scale / (r**n * (1.0 + t))
            g += term
            dg += term * (-n + alpha * t / (1.0 + t)) / r
    return g, dg


def add_central(grad, pos, dist, a, b, coefficient):
    vector = coefficient * (pos[a] - pos[b]) / dist[a, b]
    grad[a] += vector
    grad[b] -= vector


def two_pass(pos, kinds, damping="BJ"):
    n, dist = len(kinds), distances(pos)
    cn = coordination(dist, kinds)
    de_dcn, frozen = np.zeros(n), np.zeros((n, 3))
    direct, via_cn = np.zeros((n, n)), np.zeros((n, n))
    for a, b in combinations(range(n), 2):
        c6, sa, sb = c6_with_slopes(kinds[a], kinds[b], cn[a], cn[b])
        g, dg = radial_factor(kinds[a], kinds[b], dist[a, b], damping)
        direct[a, b] = -c6 * dg
        de_dcn[a] -= g * sa
        de_dcn[b] -= g * sb
        add_central(frozen, pos, dist, a, b, direct[a, b])
    grad = frozen.copy()
    for a, b in combinations(range(n), 2):
        slope = count_slope(dist[a, b], COV[kinds[a]] + COV[kinds[b]])
        via_cn[a, b] = (de_dcn[a] + de_dcn[b]) * slope
        add_central(grad, pos, dist, a, b, via_cn[a, b])
    return cn, de_dcn, direct, via_cn, frozen, grad


def direct_expansion(pos, kinds):
    """Chain rule expanded separately for every pair, without G."""
    n, dist = len(kinds), distances(pos)
    cn, grad = coordination(dist, kinds), np.zeros((n, 3))
    for a, b in combinations(range(n), 2):
        c6, sa, sb = c6_with_slopes(kinds[a], kinds[b], cn[a], cn[b])
        g, dg = radial_factor(kinds[a], kinds[b], dist[a, b], "BJ")
        add_central(grad, pos, dist, a, b, -c6 * dg)
        for centre, slope in ((a, sa), (b, sb)):
            for c in range(n):
                if c != centre:
                    dc = count_slope(dist[centre, c],
                                     COV[kinds[centre]] + COV[kinds[c]])
                    add_central(grad, pos, dist, centre, c, -g * slope * dc)
    return grad


def premature_distribution(pos, kinds):
    """Faulty single sweep: G is distributed before it is complete."""
    n, dist = len(kinds), distances(pos)
    cn = coordination(dist, kinds)
    partial, grad = np.zeros(n), np.zeros((n, 3))
    for a, b in combinations(range(n), 2):
        c6, sa, sb = c6_with_slopes(kinds[a], kinds[b], cn[a], cn[b])
        g, dg = radial_factor(kinds[a], kinds[b], dist[a, b], "BJ")
        partial[a] -= g * sa
        partial[b] -= g * sb
        dc = count_slope(dist[a, b], COV[kinds[a]] + COV[kinds[b]])
        add_central(grad, pos, dist, a, b,
                    -c6 * dg + (partial[a] + partial[b]) * dc)
    return grad


def cluster(shape, seed):
    rng = np.random.default_rng(seed)
    grid = np.array(list(np.ndindex(*shape)), dtype=float) * 4.5
    pos = grid + rng.uniform(-0.5, 0.5, grid.shape)
    return pos, ["X" if rng.random() < 0.5 else "Y" for _ in grid]


# ---------- worked example and tests ----------
kinds = ["X", "Y", "Y", "X"]
pos = np.array([[0.0, 0.0, 0.0], [3.4, 0.0, 0.0],
                [0.0, 3.8, 0.0], [0.0, 0.0, 7.0]])
dist = distances(pos)
pairs = list(combinations(range(4), 2))
cn, G, direct, via_cn, frozen, grad = two_pass(pos, kinds)
TOL = 1e-9  # far above difference errors, far below the gradients


def energy_at_distance(a, b, step, pair=None):
    changed = dist.copy()
    changed[a, b] += step
    changed[b, a] += step
    if pair is None:
        return energy(changed, kinds)
    return pair_energy(changed, kinds, *pair,
                       coordination(changed, kinds), "BJ")


for a, b in pairs:
    ka, kb, r = kinds[a], kinds[b], dist[a, b]
    cov_sum = COV[ka] + COV[kb]
    assert abs(difference(lambda h: count(r + h, cov_sum))
               - count_slope(r, cov_sum)) < 1e-7
    c6, sa, sb = c6_with_slopes(ka, kb, cn[a], cn[b])
    assert abs(c6 - c6_definition(ka, kb, cn[a], cn[b])) < 1e-10
    assert abs(difference(lambda h: c6_definition(
        ka, kb, cn[a] + h, cn[b])) - sa) < 1e-6
    assert abs(difference(lambda h: c6_definition(
        ka, kb, cn[a], cn[b] + h)) - sb) < 1e-6
    for damping in ("BJ", "zero"):
        g = radial_factor(ka, kb, r, damping)[0]
        assert abs(pair_energy(dist, kinds, a, b, cn, damping)
                   + c6 * g) < 1e-14
    assert abs(difference(lambda h: energy_at_distance(a, b, h))
               - direct[a, b] - via_cn[a, b]) < TOL

for a in range(4):
    shift = np.eye(4)[a]
    assert abs(difference(lambda h: energy(
        dist, kinds, "BJ", cn + h * shift)) - G[a]) < TOL

# Effect of the 1-3 distance on the energy of the pair 1-4.
cross_formula = (-radial_factor("X", "X", dist[0, 3], "BJ")[0]
                 * c6_with_slopes("X", "X", cn[0], cn[3])[1]
                 * count_slope(dist[0, 2], COV["X"] + COV["Y"]))
cross_numeric = difference(
    lambda h: energy_at_distance(0, 2, h, pair=(0, 3)))
assert abs(cross_formula - cross_numeric) < TOL
assert abs(cross_formula) > 1e-6

reference = numerical_gradient(pos, kinds)
error_full = np.abs(grad - reference).max()
error_frozen = np.abs(frozen - reference).max()
error_early = np.abs(premature_distribution(pos, kinds) - reference).max()
assert error_full < TOL
assert error_frozen > 1e-6 and error_early > 1e-6
error_zero = np.abs(two_pass(pos, kinds, "zero")[-1]
                    - numerical_gradient(pos, kinds, "zero")).max()
assert error_zero < TOL

big_pos, big_kinds = cluster((3, 2, 2), 5)
error_cluster = max(np.abs(two_pass(big_pos, big_kinds, d)[-1]
                           - numerical_gradient(big_pos, big_kinds, d)).max()
                    for d in ("BJ", "zero"))
assert error_cluster < TOL

work = {}
for shape in ((3, 2, 2), (4, 3, 2)):
    p, k = cluster(shape, 5)
    calls["kernel"] = 0
    fast = two_pass(p, k)[-1]
    fast_calls = calls["kernel"]
    calls["kernel"] = 0
    slow = direct_expansion(p, k)
    work[len(k)] = (fast_calls, calls["kernel"])
    assert np.abs(fast - slow).max() < 1e-13
assert work[24][0] / work[12][0] < 5.0
assert work[24][1] / work[12][1] > 7.0

count_limit = 1.0 / (1.0 + math.exp(K1))
assert abs(count(1e9, 3.0) / count_limit - 1.0) < 1e-6

# ---------- printed results ----------
MICRO = 1e6
hartree_joule = physical_constants["Hartree energy"][0]
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"k1={K1:g}, k2={K2:.6f}, k3={K3:g} (dimensionless)")
print(f"BJ: s6={S6:g}, s8={S8:g}, a1={A1:g}, a2={A2:g} bohr")
print(f"zero: sr6={SR6:g}, sr8={SR8:g}, alpha={ALPHA6},{ALPHA8}")
print("zero radii (bohr):", {k: ZERO_RADIUS[k] for k in ("XX", "XY", "YY")})
print("covalent radii (bohr):", COV)
print("Q (bohr^2):", Q)
print("reference CN:", {k: v.tolist() for k, v in REF_CN.items()})
for key in ("XX", "XY", "YY"):
    print(f"reference C6 {key} (hartree bohr^6):", REF_C6[key].tolist())
for i in range(4):
    print(f"{kinds[i]}{i+1} position (bohr):", pos[i].tolist())
print("pair: R/bohr, count, count'/bohr^-1, g/bohr^-6, g'/bohr^-7")
for a, b in pairs:
    r, cs = dist[a, b], COV[kinds[a]] + COV[kinds[b]]
    g, dg = radial_factor(kinds[a], kinds[b], r, "BJ")
    print(f"{a+1}-{b+1}: {r:.4f} {count(r, cs):.6f} "
          f"{count_slope(r, cs):.6f} {g:.5e} {dg:.5e}")
print("CN of atoms 1..4:", " ".join(f"{x:.5f}" for x in cn))
print("pair: C6, dC6/dCN_A, dC6/dCN_B (hartree bohr^6); E (microhartree)")
for a, b in pairs:
    c6, sa, sb = c6_with_slopes(kinds[a], kinds[b], cn[a], cn[b])
    e = pair_energy(dist, kinds, a, b, cn, "BJ")
    print(f"{a+1}-{b+1}: {c6:.4f} {sa:.4f} {sb:.4f}; {e*MICRO:.3f}")
print("G of atoms 1..4 (microhartree):",
      " ".join(f"{x*MICRO:.3f}" for x in G))
print("pair dE/dR: fixed-CN, via CN, total (microhartree/bohr)")
for a, b in pairs:
    d, v = direct[a, b] * MICRO, via_cn[a, b] * MICRO
    print(f"{a+1}-{b+1}: {d:.3f} {v:.3f} {d+v:.3f}")
print("atom gradient x y z (microhartree/bohr): full | frozen CN")
for i in range(4):
    print(f"{i+1}:", " ".join(f"{x*MICRO:.3f}" for x in grad[i]), "|",
          " ".join(f"{x*MICRO:.3f}" for x in frozen[i]))
total = energy(dist, kinds)
print(f"total E: {total*MICRO:.3f} microhartree = "
      f"{total*hartree_joule*N_A/1000:.4f} kJ/mol")
norms = np.linalg.norm(grad, axis=1)
print(f"largest atomic gradient: atom {norms.argmax()+1}, "
      f"{norms.max()*MICRO:.3f} microhartree/bohr = "
      f"{norms.max()*hartree_ev/bohr_angstrom*1000:.3f} meV/angstrom")
print(f"dE_14/dR_13: {cross_formula*MICRO:.3f} microhartree/bohr")
print("max errors (hartree/bohr): full, frozen CN, premature G: "
      f"{error_full:.1e} {error_frozen:.3e} {error_early:.3e}")
print("max errors (hartree/bohr): zero damping, 12-atom cluster: "
      f"{error_zero:.1e} {error_cluster:.1e}")
for n, (fast_calls, slow_calls) in work.items():
    print(f"{n} atoms, kernel calls: two-pass {fast_calls}, "
          f"direct {slow_calls}")
print(f"count at infinite distance: {count_limit:.4e}")
print("checks complete")
```

Output:

```
k1=16, k2=1.333333, k3=4 (dimensionless)
BJ: s6=1, s8=1, a1=0.4, a2=4 bohr
zero: sr6=1.2, sr8=1, alpha=14,16
zero radii (bohr): {'XX': 6.0, 'XY': 5.0, 'YY': 4.0}
covalent radii (bohr): {'X': 2.0, 'Y': 1.0}
Q (bohr^2): {'X': 9.0, 'Y': 4.0}
reference CN: {'X': [0.0, 1.0, 2.0], 'Y': [0.0, 1.0]}
reference C6 XX (hartree bohr^6): [[200.0, 160.0, 130.0], [160.0, 130.0, 105.0], [130.0, 105.0, 85.0]]
reference C6 XY (hartree bohr^6): [[40.0, 28.0], [32.0, 23.0], [26.0, 19.0]]
reference C6 YY (hartree bohr^6): [[7.0, 5.0], [5.0, 3.6]]
X1 position (bohr): [0.0, 0.0, 0.0]
Y2 position (bohr): [3.4, 0.0, 0.0]
Y3 position (bohr): [0.0, 3.8, 0.0]
X4 position (bohr): [0.0, 0.0, 7.0]
pair: R/bohr, count, count'/bohr^-1, g/bohr^-6, g'/bohr^-7
1-2: 3.4000 0.943934 -0.292996 4.39474e-05 -2.72969e-06
1-3: 3.8000 0.698908 -0.932678 4.24899e-05 -4.67418e-06
1-4: 7.0000 0.021678 -0.036934 9.48870e-06 -6.62605e-06
2-3: 5.0990 0.000484 -0.000794 3.41246e-05 -1.80783e-05
2-4: 7.7820 0.000420 -0.000443 5.13799e-06 -3.78097e-06
3-4: 7.9649 0.000347 -0.000350 4.49409e-06 -3.27231e-06
CN of atoms 1..4: 1.66452 0.94484 0.69974 0.02245
pair: C6, dC6/dCN_A, dC6/dCN_B (hartree bohr^6); E (microhartree)
1-2: 20.0515 -5.4118 -1.5987; -881.212
1-3: 21.0951 -5.7870 -8.3112; -896.328
1-4: 135.7860 -39.8917 -4.3753; -1288.432
2-3: 3.8771 -0.3233 -1.5861; -132.306
2-4: 28.2232 -2.5705 -0.8535; -145.011
3-4: 29.9012 -13.3638 -0.9243; -134.379
G of atoms 1..4 (microhartree): 862.244 94.495 467.326 50.055
pair dE/dR: fixed-CN, via CN, total (microhartree/bohr)
1-2: 54.734 -280.321 -225.587
1-3: 98.602 -1240.060 -1141.458
1-4: 899.726 -33.695 866.030
2-3: 70.092 -0.446 69.646
2-4: 106.711 -0.064 106.647
3-4: 97.846 -0.181 97.665
atom gradient x y z (microhartree/bohr): full | frozen CN
1: 225.587 1141.458 -866.030 | -54.734 -98.602 -899.726
2: -132.553 -51.903 -95.930 | 148.094 -52.236 -95.988
3: -46.440 -1042.960 -85.833 | -46.737 197.519 -85.992
4: -46.595 -46.595 1047.793 | -46.623 -46.681 1081.705
total E: -3477.667 microhartree = -9.1306 kJ/mol
largest atomic gradient: atom 1, 1450.457 microhartree/bohr = 74.585 meV/angstrom
dE_14/dR_13: -353.037 microhartree/bohr
max errors (hartree/bohr): full, frozen CN, premature G: 2.6e-13 1.240e-03 4.596e-04
max errors (hartree/bohr): zero damping, 12-atom cluster: 5.9e-14 1.6e-13
12 atoms, kernel calls: two-pass 132, direct 1518
24 atoms, kernel calls: two-pass 552, direct 12972
count at infinite distance: 1.1254e-07
checks complete
```
